# Thermal suppression of charge oscillations in a metallic single-electron box: test program

```python
"""Thermal suppression of charge oscillations in a metallic single-electron box.

Result under test: with E_n = E_C (n - x)^2 and t = kT/E_C, the mean number of
excess electrons is  <n> = x - 2 pi t exp(-pi^2 t) sin(2 pi x)  at high t.
Exact harmonics at any t:  (-1)^k pi t / sinh(k pi^2 t)  multiply sin(2 pi k x).
Symbols: n excess electrons, x = C_g V_g / e gate charge in units of e,
E_C = e^2/(2C), C total island capacitance, q = exp(-pi^2 t),
g = h/(e^2 R_T) dimensionless tunnel conductance, delta mean level spacing.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

pi = np.pi
e, kB, h, hbar, m_e = const.e, const.k, const.h, const.hbar, const.m_e
charge_states = np.arange(-40, 41)


def direct_Z(t, x):
    return np.sum(np.exp(-(charge_states - x) ** 2 / t))


def direct_offset(t, x):
    """<n> - x from the Boltzmann sum over charge states."""
    w = np.exp(-(charge_states - x) ** 2 / t)
    return np.sum((charge_states - x) * w) / np.sum(w)


def poisson_Z(t, x):
    m = np.arange(1, 40)
    return np.sqrt(pi * t) * (
        1 + 2 * np.sum(np.exp(-pi**2 * t * m**2) * np.cos(2 * pi * m * x)))


def numerical_harmonic(t, k, points=64):
    """Coefficient of sin(2 pi k x) in the directly summed <n> - x."""
    x = np.arange(points) / points
    f = np.array([direct_offset(t, xi) for xi in x])
    return 2 / points * np.sum(f * np.sin(2 * pi * k * x))


def exact_amplitude(t):
    return pi * t / np.sinh(pi**2 * t)


def leading_amplitude(t):
    return 2 * pi * t * np.exp(-pi**2 * t)


def tunnel_correction(t, g):
    """Relative change of the first harmonic, first order in g."""
    return -g / 2 * quad(lambda u: np.exp(-u * (1 - u) / t), 0, 1)[0]


# ---- Example parameters (rough typical values, Al / Al oxide) ----
side_nm, specific_fF_um2 = 60.0, 50.0
C_J = specific_fF_um2 * 1e-15 * (side_nm * 1e-3) ** 2
C_g, C_0 = 2e-18, 18e-18
C = C_J + C_g + C_0
E_C = e**2 / (2 * C)
R_T = 200e3
g = h / (e**2 * R_T)
temperatures = [1.5, 2.0, 3.0, 4.2]

# ---- Test: charging energy from capacitor energies minus source work ----
for V_g in (0.013, 0.057):
    def circuit_energy(n):
        # solve charge balance on the island for its potential
        phi = brentq(lambda p: ((C_J + C_0) * p - C_g * (V_g - p)
                                + n * e) / e, -0.1, 0.1, xtol=1e-16)
        stored = 0.5 * (C_J + C_0) * phi**2 + 0.5 * C_g * (V_g - phi) ** 2
        return stored - C_g * (V_g - phi) * V_g
    x_gate = C_g * V_g / e
    for n in (-2, 1, 3):
        lhs = (circuit_energy(n) - circuit_energy(0)) / E_C
        assert abs(lhs - ((n - x_gate) ** 2 - x_gate**2)) < 1e-8

# ---- Test: Poisson series and the derivative formula for <n> ----
poisson_error = 0.0
for t in (0.05, 0.3, 1.0):
    for x in (0.0, 0.17, 0.5, 0.83):
        poisson_error = max(poisson_error,
                            abs(poisson_Z(t, x) / direct_Z(t, x) - 1))
        step = 1e-4
        slope = (np.log(poisson_Z(t, x + step))
                 - np.log(poisson_Z(t, x - step))) / (2 * step)
        # central difference error is of order step^2 / t^2
        assert abs(t / 2 * slope - direct_offset(t, x)) < 2e-5
assert poisson_error < 1e-11

# ---- Test: exact harmonics, limits and the exponent ----
harmonic_error = 0.0
for t in (0.05, 0.2, 0.6):
    for k in (1, 2, 3):
        formula = (-1) ** k * pi * t / np.sinh(k * pi**2 * t)
        harmonic_error = max(harmonic_error,
                             abs(numerical_harmonic(t, k) - formula))
assert harmonic_error < 1e-12
assert abs(exact_amplitude(1e-4) - 1 / pi) < 1e-6
t = 0.5
excess = -numerical_harmonic(t, 1) / leading_amplitude(t) - 1
assert abs(excess / np.exp(-2 * pi**2 * t) - 1) < 1e-3
t_low, t_high = 0.8, 1.2
measured_slope = (np.log(-numerical_harmonic(t_high, 1) / t_high)
                  - np.log(-numerical_harmonic(t_low, 1) / t_low)) / (t_high - t_low)
assert abs(measured_slope / -pi**2 - 1) < 1e-6

# ---- Test: one zero of Z per complex cell, at 1/2 + i pi t/2 ----
t = 0.4
height = pi * t
zero = 0.5 + 0.5j * height
size = np.sum(np.abs(np.exp(-(charge_states - zero) ** 2 / t)))
assert abs(direct_Z(t, zero)) < 1e-12 * size
s = np.linspace(0, 1, 1001)
contour = np.concatenate([s, 1 + 1j * height * s, 1 - s + 1j * height,
                          1j * height * (1 - s)])
phase = np.unwrap(np.angle([direct_Z(t, z) for z in contour]))
assert abs((phase[-1] - phase[0]) / (2 * pi) - 1) < 1e-9

# ---- Test: level spacing adds n^2 delta/2 (canonical, spin-degenerate) ----
beta_delta = 0.3                       # mean spacing counted with both spins
particles = np.array([1.0])
for j in range(60):
    weight = np.exp(-2 * beta_delta * (j + 0.5))
    for spin in range(2):
        particles = np.convolve(particles, [1.0, weight])
# holes have the same weights; n = number of particles minus number of holes
canonical = [np.sum(particles[n:] * particles[:len(particles) - n])
             for n in range(4)]
for n in (1, 2, 3):
    cost = -np.log(canonical[n] / canonical[0])
    assert abs(cost - beta_delta * n**2 / 2) < 1e-5

# ---- Test: tunnelling kernel and its effect on the first harmonic ----
for u in (0.3, 0.6):
    electron = sum(quad(lambda y: np.exp(u * y) * expit(-y), a, b, limit=200)[0]
                   for a, b in ((-120, 0), (0, 120)))
    hole = sum(quad(lambda y: np.exp(-u * y) * expit(y), a, b, limit=200)[0]
               for a, b in ((-120, 0), (0, 120)))
    assert abs(electron * hole / (pi / np.sin(pi * u)) ** 2 - 1) < 1e-7
nodes, node_weights = np.polynomial.legendre.leggauss(60)
nodes, node_weights = (nodes + 1) / 2, node_weights / 2


def virtual_sum(t, x, u):
    """Thermal weight of paths that spend the fraction u in n+1 or n-1."""
    E = (charge_states - x) ** 2
    total = 0.0
    for jump in (1, -1):
        E_jump = (charge_states + jump - x) ** 2
        total += np.sum(np.exp(-((1 - u) * E + u * E_jump) / t))
    return total / direct_Z(t, x)


for t in (0.4, 0.65):
    # the divergent part does not depend on x and drops from the difference
    difference = sum(w * (virtual_sum(t, 0.5, u) - virtual_sum(t, 0.0, u))
                     / np.sin(pi * u) ** 2 for u, w in zip(nodes, node_weights))
    relative = (g / 8) * difference / (-4 * np.exp(-pi**2 * t))
    # remaining terms are of relative order q^2 (4e-4 at t = 0.4)
    assert abs(relative / tunnel_correction(t, g) - 1) < 5e-3

# ---- Worked example ----
print(f"Junction capacitance C_J = {C_J*1e15:.3f} fF")
print(f"Gate, stray capacitance = {C_g*1e18:.1f}, {C_0*1e18:.1f} aF")
print(f"Total capacitance C = {C*1e15:.3f} fF")
print(f"Charging energy E_C = {E_C/e*1e3:.4f} meV")
print(f"E_C/k = {E_C/kB:.3f} K")
print(f"E_C/(pi^2 k) = {E_C/(pi**2*kB):.4f} K")
print(f"Gate period e/C_g = {e/C_g*1e3:.2f} mV")
print(f"Zero-temperature amplitude 1/pi = {1/pi:.4f} electrons")
amplitudes = {}
for T in temperatures:
    t = kB * T / E_C
    A = -numerical_harmonic(t, 1)
    amplitudes[T] = A
    assert abs(A / exact_amplitude(t) - 1) < 1e-9
    print(f"T = {T:.1f} K: kT/E_C = {t:.4f}, exp(-pi^2 kT/E_C) = {np.exp(-pi**2*t):.4e}")
    print(f"  amplitude, direct sum = {A:.5e} electrons")
    print(f"  amplitude, leading formula = {leading_amplitude(t):.5e} electrons")
    print(f"  island potential amplitude = {A*e/C*1e6:.4g} uV")
    print(f"  second/first harmonic = {1/(2*np.cosh(pi**2*t)):.3e}")
    print(f"  tunnelling correction = {100*tunnel_correction(t, g):.2f} %")

ratio = amplitudes[4.2] / amplitudes[3.0]
bare = np.exp(-pi**2 * kB * (4.2 - 3.0) / E_C)
print(f"Amplitude ratio 4.2 K / 3.0 K = {ratio:.5f}")
print(f"Same ratio from exponential alone = {bare:.5f}")
T_limit = brentq(lambda T: exact_amplitude(kB * T / E_C) - 1e-3, 1.0, 10.0)
print(f"Amplitude is 0.001 electron at T = {T_limit:.3f} K")

# ---- Sizes of neglected effects ----
print(f"Tunnel resistance = {R_T/1e3:.0f} kOhm, g = {g:.4f}")
volume = 300e-9 * 60e-9 * 30e-9
density = 12 / (0.405e-9) ** 3         # three electrons per atom, fcc cell
E_F = hbar**2 * (3 * pi**2 * density) ** (2 / 3) / (2 * m_e)
delta = 2 * E_F / (3 * density * volume)
print(f"Free-electron level spacing delta = {delta/e*1e6:.4f} ueV")
print(f"kT/delta at 1.5 K = {kB*1.5/delta:.0f}")
print(f"Relative shift of E_C, delta/(2 E_C) = {delta/(2*E_C):.2e}")
assert delta < 0.01 * kB * min(temperatures)
E_C_stray = e**2 / (2 * (C + 10e-18))
change = exact_amplitude(kB * 3.0 / E_C_stray) / exact_amplitude(kB * 3.0 / E_C) - 1
print(f"10 aF more stray capacitance, amplitude at 3 K: {100*change:.1f} %")
t = kB * 4.2 / E_C
w = np.exp(-(charge_states - 0.5) ** 2 / t)
phi_rms = e / C * np.sqrt(np.sum((charge_states - 0.5) ** 2 * w) / np.sum(w))
print(f"RMS island potential at 4.2 K = {phi_rms*1e3:.3f} mV")
print(f"RMS field in a 1 nm oxide = {phi_rms/1e-9/1e8:.5f} MV/cm")
print(f"Largest error, Poisson series (relative) = {poisson_error:.1e}")
print(f"Largest error, harmonics = {harmonic_error:.1e} electrons")
print(f"Slope of ln(amplitude/t) = {measured_slope:.6f}, -pi^2 = {-pi**2:.6f}")
print("PASS")
```

Printed output:

```
Junction capacitance C_J = 0.180 fF
Gate, stray capacitance = 2.0, 18.0 aF
Total capacitance C = 0.200 fF
Charging energy E_C = 0.4005 meV
E_C/k = 4.648 K
E_C/(pi^2 k) = 0.4710 K
Gate period e/C_g = 80.11 mV
Zero-temperature amplitude 1/pi = 0.3183 electrons
T = 1.5 K: kT/E_C = 0.3227, exp(-pi^2 kT/E_C) = 4.1377e-02
  amplitude, direct sum = 8.40421e-02 electrons
  amplitude, leading formula = 8.38982e-02 electrons
  island potential amplitude = 67.33 uV
  second/first harmonic = 4.131e-02
  tunnelling correction = -3.96 %
T = 2.0 K: kT/E_C = 0.4303, exp(-pi^2 kT/E_C) = 1.4311e-02
  amplitude, direct sum = 3.86990e-02 electrons
  amplitude, leading formula = 3.86911e-02 electrons
  island potential amplitude = 31 uV
  second/first harmonic = 1.431e-02
  tunnelling correction = -4.45 %
T = 3.0 K: kT/E_C = 0.6454, exp(-pi^2 kT/E_C) = 1.7121e-03
  amplitude, direct sum = 6.94294e-03 electrons
  amplitude, leading formula = 6.94292e-03 electrons
  island potential amplitude = 5.562 uV
  second/first harmonic = 1.712e-03
  tunnelling correction = -5.02 %
T = 4.2 K: kT/E_C = 0.9036, exp(-pi^2 kT/E_C) = 1.3394e-04
  amplitude, direct sum = 7.60462e-04 electrons
  amplitude, leading formula = 7.60462e-04 electrons
  island potential amplitude = 0.6092 uV
  second/first harmonic = 1.339e-04
  tunnelling correction = -5.38 %
Amplitude ratio 4.2 K / 3.0 K = 0.10953
Same ratio from exponential alone = 0.07824
Amplitude is 0.001 electron at T = 4.054 K
Tunnel resistance = 200 kOhm, g = 0.1291
Free-electron level spacing delta = 0.0796 ueV
kT/delta at 1.5 K = 1623
Relative shift of E_C, delta/(2 E_C) = 9.94e-05
10 aF more stray capacitance, amplitude at 3 K: -23.6 %
RMS island potential at 4.2 K = 0.540 mV
RMS field in a 1 nm oxide = 0.00540 MV/cm
Largest error, Poisson series (relative) = 2.6e-15
Largest error, harmonics = 2.5e-14 electrons
Slope of ln(amplitude/t) = -9.869605, -pi^2 = -9.869604
PASS
```
